\section*{Invariance conditions on force constants and the flexural branch of a sheet}

\section{What symmetry fixes in advance}

Let a thin sheet lie in the plane $z=0$ and give it a small, slowly varying height $u(x,y)$. A constant $u$ is a translation, so the energy cannot depend on $u$ itself. A constant slope, $u=\theta x$, is to first order a rotation. To second order it is a rotation plus a stretch: without in-plane contraction, each length along $x$ grows by the fraction $\theta^2/2$. This costs energy $\sigma\theta^2/2$ per area if the sheet carries a stress $\sigma$, and nothing at this order if it does not. The leading energy per area is therefore
\begin{equation}
\tfrac12\sigma(\partial_x u)^2+\tfrac12\kappa(\partial_x^2u)^2 ,
\qquad \rho\,\omega^2=\sigma q^2+\kappa q^4 ,
\label{continuum}
\end{equation}
for a wave along $x$, with $\rho$ the mass per area and $\kappa$ the bending rigidity, an energy. In this harmonic approximation a stress-free sheet has $\omega\propto q^2$. At finite temperature the anharmonic coupling of bending to stretching makes the effective rigidity depend on $q$ at long wavelength; this is not treated here.

A lattice calculation starts from force constants instead. For a planar sheet with mirror symmetry and stable optical modes, the case treated below, they reproduce this result if they obey three sets of linear conditions, which express translation, rotation and the absence of stress.

\section{Translation and rotation}

Hartree atomic units are used. Greek indices are Cartesian and repeated ones are summed, unless a particular component is named. The energy is a sum of site energies $e_n$, each depending on finitely many atoms and unchanged when these are translated or rotated together. This excludes the long-range forces of polar sheets, for which the moment sums below need separate treatment.

For one site energy, let $g_{i\alpha}=\partial e_n/\partial R_{i\alpha}$ and $\Phi_{i\alpha,j\beta}=\partial^2e_n/\partial R_{i\alpha}\partial R_{j\beta}$ at the reference positions $R_i$. Moving all atoms by $a$ leaves $g$ unchanged. Differentiation with respect to $a_\beta$ gives
\begin{equation}
\sum_j\Phi_{i\alpha,j\beta}=0 .
\label{trans}
\end{equation}

Under a rotation the gradient rotates with the atoms. For $u_{j\beta}=\varepsilon_{\beta\gamma}R_{j\gamma}$ with infinitesimal antisymmetric $\varepsilon$,
\begin{equation}
\sum_j\Phi_{i\alpha,j\beta}\,\varepsilon_{\beta\gamma}R_{j\gamma}
=\varepsilon_{\alpha\gamma}g_{i\gamma}
=\varepsilon_{\beta\gamma}\,\delta_{\alpha\beta}g_{i\gamma}.
\end{equation}
Since $\varepsilon$ is an arbitrary antisymmetric matrix, the parts of its coefficients antisymmetric in $\beta\gamma$ must agree:
\begin{equation}
\sum_j\left(\Phi_{i\alpha,j\beta}R_{j\gamma}-\Phi_{i\alpha,j\gamma}R_{j\beta}\right)
=\delta_{\alpha\beta}g_{i\gamma}-\delta_{\alpha\gamma}g_{i\beta}.
\label{rot}
\end{equation}
By (\ref{trans}), $R_j$ may be replaced by $X=R_j-R_i$. Both identities are linear, so they also hold for the total $\Phi$ and $g$. At equilibrium the total $g$ vanishes, and (\ref{rot}) becomes the Born--Huang condition: its left side is zero.

\section{The Huang condition}

Stay with one site energy. Its response to a homogeneous deformation $u_{i\alpha}=\eta_{\alpha\gamma}R_{i\gamma}$ is described by
\begin{equation}
T_{\alpha\gamma}=\sum_i g_{i\alpha}R_{i\gamma},\qquad
B_{\alpha\gamma,\beta\delta}=\sum_{ij}\Phi_{i\alpha,j\beta}R_{i\gamma}R_{j\delta}.
\end{equation}
$T$ is symmetric, because an antisymmetric $\eta$ is a rotation and costs nothing at first order. Define the second moment
\begin{equation}
M_{\alpha\beta,\gamma\delta}=-\tfrac12\sum_{ij}\Phi_{i\alpha,j\beta}X_\gamma X_\delta .
\label{M}
\end{equation}
Expanding $X_\gamma X_\delta$ gives four products. Those with $R_{i\gamma}R_{i\delta}$ and $R_{j\gamma}R_{j\delta}$ vanish by (\ref{trans}), applied to the sum over $j$ or over $i$. The two mixed products carry a minus sign, which cancels the one in (\ref{M}):
\begin{equation}
M_{\alpha\beta,\gamma\delta}=\tfrac12\left(B_{\alpha\gamma,\beta\delta}+B_{\alpha\delta,\beta\gamma}\right).
\label{MB}
\end{equation}

Now multiply (\ref{rot}) by $R_{i\mu}$ and sum over $i$:
\begin{equation}
B_{\alpha\mu,\beta\gamma}-B_{\alpha\mu,\gamma\beta}
=\delta_{\alpha\beta}T_{\mu\gamma}-\delta_{\alpha\gamma}T_{\mu\beta}.
\end{equation}
This says that
\begin{equation}
C_{\alpha\mu\beta\gamma}=B_{\alpha\mu,\beta\gamma}-\delta_{\alpha\beta}T_{\mu\gamma}
\end{equation}
is unchanged when $\beta$ and $\gamma$ are exchanged. It is also unchanged when the pairs $\alpha\mu$ and $\beta\gamma$ are exchanged, since $\Phi$ and $T$ are symmetric. The two symmetries together allow exchange within the first pair, so $C$ has the full symmetry of elastic constants. Inserting $B=C+\delta T$ in (\ref{MB}),
\begin{equation}
M_{\alpha\beta,\gamma\delta}=\tfrac12\left(C_{\alpha\gamma\beta\delta}+C_{\alpha\delta\beta\gamma}\right)+\delta_{\alpha\beta}T_{\gamma\delta}.
\end{equation}
Exchanging $\alpha\beta$ with $\gamma\delta$ turns the bracket into $C_{\gamma\alpha\delta\beta}+C_{\gamma\beta\delta\alpha}$, which equals the original bracket by the symmetries of $C$. Subtraction leaves
\begin{equation}
M_{\alpha\beta,\gamma\delta}-M_{\gamma\delta,\alpha\beta}
=\delta_{\alpha\beta}T_{\gamma\delta}-\delta_{\gamma\delta}T_{\alpha\beta}.
\label{huang}
\end{equation}

Sum this over the site energies of one cell. The summand in (\ref{M}) depends on position differences only, so lattice periodicity lets us restrict $i$ to one cell and sum over all $n$ instead. Thus (\ref{huang}) holds with the total $\Phi$, with $i$ in one cell and $j$ anywhere, and with $T$ the strain derivative of the cell energy at clamped internal positions.

The Huang condition is $M_{\alpha\beta,\gamma\delta}=M_{\gamma\delta,\alpha\beta}$. Zero stress implies it, but the converse needs care. Setting the right side of (\ref{huang}) to zero with $\alpha=\beta$ gives $T_{\gamma\delta}=0$ for $\gamma\neq\delta$ and equal diagonal elements. The condition therefore says that $T$ is isotropic, and a bulk crystal under hydrostatic pressure satisfies it.

As an illustration, take a face-centred cubic crystal with neighbours at $(\pm3,\pm3,0)$ bohr and permutations, joined by springs of constant $0.1$ Ha/bohr$^2$ and natural length $4.5$ bohr. The bond length is $3\sqrt2=4.2426$ bohr, and the tension per length is $s=0.1(4.2426-4.5)/4.2426=-0.00607$ Ha/bohr$^2$. Eight of the twelve neighbours have $X_x^2=9$, so $T_{xx}=\frac12\cdot8\cdot9\,s=-0.218$ Ha per atom: the crystal is compressed, yet $M$ is symmetric. Stretching it by 5\% along $z$ makes $T$ anisotropic, and the largest mismatch in $M$ becomes 0.034 Ha.

In a planar sheet all $R_{iz}=0$, hence $T_{zz}=0$. An isotropic $T$ is then zero, and the Huang condition does mean zero stress.

\section{The flexural branch at small wavevector}

Let all atoms lie in the plane. Assume in addition that the energy is unchanged by reflection in this plane. It is then even under reversal of all heights, so $\Phi_{iz,j\gamma}=0$ for in-plane $\gamma$, and the heights decouple. With $\mathbf q=q\,\mathbf n$ and $x=\mathbf n\cdot X$, amplitudes $w_i$ obey
\begin{equation}
m_i\omega^2w_i=\sum_jK_{ij}w_j,\qquad
K_{ij}=\sum_{\rm cells}\Phi_{iz,jz}e^{iqx}=k_{ij}+iqK^{(1)}_{ij}+q^2K^{(2)}_{ij}+\dots
\end{equation}
Here $K^{(1)}=\sum\Phi_{zz}x$ and $K^{(2)}=-\frac12\sum\Phi_{zz}x^2$. Define
\begin{equation}
b_i=\sum_jK^{(1)}_{ij},\qquad h=\sum_{ij}K^{(2)}_{ij}.
\end{equation}
Assume for now only (\ref{trans}), so that $k\mathbf 1=0$ for $\mathbf 1=(1,1,\dots)$, and assume that the other eigenvalues of $k$ are positive (stable optical modes). Write $w=\mathbf 1+qw_1+q^2w_2$ and $\omega^2=\lambda_1q+\lambda_2q^2$, with $m$ the diagonal mass matrix and $M_c$ the cell mass.

At first order, $kw_1+ib=\lambda_1m\mathbf 1$. Multiply from the left by $\mathbf 1^T$. The first term vanishes, and $\sum_ib_i=0$ because $K^{(1)}$ is antisymmetric. Hence $\lambda_1=0$ and $w_1=-ik^+b$, where $k^+$ inverts $k$ on vectors orthogonal to $\mathbf 1$.

At second order, $kw_2+iK^{(1)}w_1+K^{(2)}\mathbf 1=\lambda_2m\mathbf 1$. Multiplying by $\mathbf 1^T$ and using $\mathbf 1^TK^{(1)}=-b^T$, the middle term is $-ib^Tw_1=(-i)(-i)b^Tk^+b=-b^Tk^+b$. Therefore
\begin{equation}
M_c\omega^2=q^2\left(h-b^Tk^+b\right)+O(q^4).
\label{branch}
\end{equation}
The cubic term is absent: $\Phi$ is real, so $K(-q)=K(q)^*$ has the same frequencies, and this branch is nondegenerate among the flexural modes. For two atoms A and B, $b=(b_A,-b_A)$ and $k$ has diagonal elements $k_0$ and off-diagonal elements $-k_0$. Its eigenvalue on $(1,-1)$ is $2k_0$, so $b^Tk^+b=2b_A^2/2k_0=b_A^2/k_0$.

Now use the other conditions. Equation (\ref{rot}) with $\alpha=\beta=z$ and in-plane $\gamma$, at equilibrium, reads $\sum_j\Phi_{iz,jz}X_\gamma=\sum_j\Phi_{iz,j\gamma}X_z=0$, so $b=0$. Equation (\ref{huang}) with $\alpha\beta=zz$ has $M_{\gamma\delta,zz}=0$ and $T_{zz}=0$, so $M_{zz,\gamma\delta}=T_{\gamma\delta}$ and $h=n_\gamma T_{\gamma\delta}n_\delta$. Divided by the cell area $A$, (\ref{branch}) is the stress term of (\ref{continuum}) with $\sigma=h/A$. At zero stress $M_c\omega^2=A\kappa q^4+O(q^6)$, where $\kappa$ may depend on direction and is assumed positive.

\section{What each violation does}

\textbf{Translation.} An error $\Delta$ in one diagonal constant shifts the uniform mode to $\omega^2(0)\approx\Delta/M_c$, to first order in $\Delta$. A positive error opens a gap.

\textbf{Huang condition.} If $b=0$ but $h\neq0$, the branch is linear for $h>0$, with a false sound speed $\sqrt{h/M_c}$, and imaginary near $q=0$ for $h<0$.

\textbf{Born--Huang condition.} If $h=0$ but $b\neq0$, then $-b^Tk^+b<0$ and the frequency is imaginary near $q=0$. The atoms of the cell shift against each other and lower the energy of a tilt.

If both fail, the two terms, both quadratic forms in $\mathbf n$, can cancel in particular directions, or in every direction if the two forms happen to be equal; apart from such a coincidence the quadratic law is lost. Resetting the on-site constants to restore (\ref{trans}) does not help, because they belong to $X=0$ and have no weight in $b$ or $h$.

\section{A model sheet}

Take lattice vectors $a_1=(4.6,0)$ and $a_2=(2.2,4.2)$ bohr, so $A=19.32$ bohr$^2$, with atom A at the origin and B at $d_1=(2.4,1.3)$. The other bonds from A are $d_2=d_1-a_1$ and $d_3=d_1-a_2$. The masses are 20000 and 30000 electron masses, so $M_c=50000$.

Each atom has an energy $\frac12Gv^2$ with $G=0.0004$ Ha/bohr$^6$, where $v$ is the triple product of its three bond vectors. This is invariant under rotation and vanishes in the plane. To first order in the heights,
\begin{equation}
v_A=A\sum_jw_j(u_j-u_A),\qquad w_1=(d_2\times d_3)_z/A\ \text{and cyclic}.
\end{equation}
The weights are $0.3168$, $0.3737$, $0.3095$. They satisfy $\sum_jw_j=1$ and $\sum_jw_jd_j=0$.

First- and second-neighbour springs have constants 0.3 and 0.05 Ha/bohr$^2$. Their natural lengths are chosen so that the A--B bonds carry tension per length $\tau w_j$ with $\tau=0.01$ Ha/bohr$^2$, which gives no net force. The second-neighbour bonds along $a_1$, $a_2$, $a_1-a_2$ carry $s_l=-0.592$, $-0.490$, $-0.578$ in $10^{-3}$ Ha/bohr$^2$ on each sublattice, which cancels the stress. A bond with tension per length $s$ contributes $\frac12s(u_j-u_i)^2$ to the flexural energy.

\textbf{Bending rigidity.} Let $f=\sum_jw_je^{i\mathbf q\cdot d_j}$ and $P=GA^2=0.1493$. Collecting terms, $K_{AB}=-k_0f$ with $k_0=2P+\tau=0.3086$, and
\begin{equation}
K_{AA}=K_{BB}=P(1+|f|^2)+\tau+\sum_ls_l(2-2\cos\mathbf q\cdot a_l).
\end{equation}
The lower eigenvalue of $K$ is $K_{AA}-k_0|f|$, with amplitudes of equal size. At leading order $M_c\omega^2$ is twice this:
\begin{equation}
M_c\omega^2\simeq2P(1-|f|)^2+2\tau(1-|f|)+2\sum_ls_l(2-2\cos\mathbf q\cdot a_l).
\end{equation}
For $\mathbf q$ along $x$ put $Q_n=\sum_jw_jd_{jx}^n$, so $Q_2=3.646$ and $Q_4=19.26$. Then $|f|=1-Q_2q^2/2+Q_4q^4/24+O(q^6)$. The $q^2$ terms cancel because the stress is zero, and
\begin{equation}
A\kappa=\frac{PQ_2^2}{2}-\frac{\tau Q_4}{12}-\frac16\sum_ls_la_{lx}^4
=0.992-0.016+0.049=1.025\ \text{Ha bohr}^2 .
\end{equation}
Hence $\kappa=0.0531$ Ha $=1.44$ eV. Rolling the sheet into a cylinder of radius 500 bohr, with the relative radial position of A and B relaxed, and equating the energy per area to $\kappa/2R^2$ gives the same value to these digits.

\textbf{Under stress.} With the second-neighbour springs at their natural lengths, $T_{xx}=\tau Q_2=0.0365$ Ha remains, or $\sigma=0.00189$ Ha/bohr$^2$. The branch is then linear at small $q$ for a physical reason.

\textbf{Damaged constants.} Four changes are made to the flexural constants of the stress-free sheet.

(a) The on-site constant of A is raised by 0.1\%, that is by $\Delta=2.06\times10^{-4}$ Ha/bohr$^2$. The gap is $\sqrt{\Delta/50000}=6.42\times10^{-5}$ Ha.

(b) The second-neighbour constants are multiplied by 0.98 and the on-site ones reset. The A--B constants $-k_0w_j$ contribute $k_0Q_2=1.125$ Ha to $h$, so the second neighbours must contribute $-1.125$. The 2\% error leaves $h=0.0225$ Ha. Second neighbours come in pairs $\pm a_l$, so $b$ stays zero. The false sound speed is $\sqrt{0.0225/50000}=6.71\times10^{-4}$ a.u., about 1470 m/s. Deleting these constants altogether gives about 10.4 km/s.

(c) The factor is 1.02, so $h=-0.0225$ Ha. With the intact $q^4$ coefficient the branch is imaginary up to about $\sqrt{0.0225/1.025}=0.148$ bohr$^{-1}$. The damage also raises that coefficient to 1.056 Ha bohr$^2$, which gives 0.146, and the negative $q^6$ term moves the root to 0.147.

(d) The constant of bond $d_1$ is raised by 10\% in magnitude, a change of $-0.00978$ Ha/bohr$^2$. Second-neighbour constants on A are adjusted to keep $h=0$ in every direction, and the on-site ones are reset. Then $b_A=-0.00978\times2.4=-0.0235$ Ha/bohr, $k_0=0.3184$, and $-b_A^2/k_0=-0.00173$ Ha. For $\mathbf q$ perpendicular to $d_1$ the first moment vanishes and the $q^2$ term with it.

The table lists frequencies along $x$ in $10^{-6}$ Ha, from diagonalizing the $2\times2$ flexural problem with numerically differentiated force constants; $i$ marks imaginary values.

\begin{center}
\begin{tabular}{cccccc}
$q$ (bohr$^{-1}$) & intact & (a) & (b) & (c) & (d)\\
0.01 & 0.45 & 64.2 & 6.72 & $6.69i$ & $1.80i$\\
0.02 & 1.81 & 64.2 & 13.5 & $13.3i$ & $3.22i$\\
0.05 & 11.3 & 65.2 & 35.3 & $31.5i$ & 7.06\\
0.10 & 45.1 & 78.4 & 80.5 & $49.1i$ & 42.7\\
0.20 & 178 & 189 & 221 & 121 & 180
\end{tabular}
\end{center}

In the intact column, doubling $q$ from 0.01 to 0.02 multiplies $\omega$ by four; in column (b) it multiplies it by two. As $q\to0$ the relative damage grows, because the correct $M_c\omega^2$ falls as $q^4$ while the leading errors fall as $q^2$ or stay constant. At larger $q$ higher-order errors compete: in (d) the frequency lies below the intact value at $q=0.10$ and above it at $q=0.20$. At $q=0.01$ the 2\% error in (b) raises the frequency fifteenfold; at $q=0.20$ it raises it by 24\%.
